# Why Phonon-Assisted Gain Begins at the Quasi-Fermi Splitting

## The error to be avoided

In a pumped direct-gap semiconductor, interband transitions amplify light when the photon energy lies above the gap and below the separation of the two quasi-Fermi levels. The usual argument compares the occupations of the two states through $f_v-f_c$. Carried over unchanged to an indirect semiconductor, it gives a wrong answer. The two electron states now differ in energy by the photon energy plus or minus a phonon energy, so the change from absorption to gain seems to be displaced by one phonon.

For silicon with a splitting of 1.20 eV and a phonon of 58 meV, this argument puts the change at 1.258 eV when absorption emits the phonon, and at 1.142 eV when absorption takes it up. Both values are wrong if the phonons are thermal at the temperature of the carriers. The change is at 1.20 eV in both cases, because the phonon rates are themselves unequal in the two directions, by just the amount that removes the displacement.

## Assumptions and statement

Conduction electrons and valence electrons each have a Fermi distribution, with a common temperature $T$ but separate levels $\mu_c$ and $\mu_v$:
$$
f_c=\frac{1}{e^{(E_c-\mu_c)/kT}+1},\qquad
f_v=\frac{1}{e^{(E_v-\mu_v)/kT}+1},\qquad D=\mu_c-\mu_v .
$$
Both functions count electrons, so an empty valence state has probability $1-f_v$. The phonons are thermal at the same $T$. Electron levels are sharp, and rates follow from the golden rule with a second-order amplitude.

A channel is named by what happens to the phonon when a photon is absorbed: $s=+1$ if the phonon is emitted, $s=-1$ if it is absorbed. Energy conservation reads
$$
E_c-E_v=\hbar\omega-s\hbar\Omega. \tag{1}
$$

The claim is that in each channel
$$
\frac{\text{stimulated emission}}{\text{absorption}}=e^{(D-\hbar\omega)/kT}. \tag{2}
$$
The channel absorbs for $\hbar\omega>D$ and amplifies for $\hbar\omega<D$, provided that it is open at the photon energy in question. Gain here means interband gain; losses from free carriers are treated at the end.

## The amplitude and its reverse

Let the photon coupling be $Aa+A^\dagger a^\dagger$ and the phonon coupling $Bb^\dagger+B^\dagger b$, where $a$ and $b$ remove a photon and a phonon. Take $s=+1$. An electron goes from $v$ to $c$ through an intermediate state $m$, and either step may come first. The denominator is the initial energy minus the intermediate energy:
$$
M=\sum_m\left[\frac{B_{cm}A_{mv}}{E_v+\hbar\omega-E_m}
+\frac{A_{cm}B_{mv}}{E_v-\hbar\Omega-E_m}\right]. \tag{3}
$$
In the first term the photon has already been absorbed; in the second the phonon has already been emitted. The factors from photon and phonon numbers are kept outside $M$. For $s=-1$, replace $B$ by $B^\dagger$ and $\hbar\Omega$ by $-\hbar\Omega$.

The reverse process starts in $c$, absorbs the phonon and emits the photon. If the phonon goes first, the denominator is $E_c+\hbar\Omega-E_m$, which by (1) equals $E_v+\hbar\omega-E_m$. The numerator is $(A^\dagger)_{vm}(B^\dagger)_{mc}=(B_{cm}A_{mv})^*$. If the photon goes first, the denominator is $E_c-\hbar\omega-E_m=E_v-\hbar\Omega-E_m$, and the numerator is $(A_{cm}B_{mv})^*$. The reverse amplitude is therefore $M^*$, and both directions share the same $|M|^2$.

The state $m$ may already be filled, as it is when it lies deep in the valence band. Then the electron in $m$ must first move to $c$, after which the electron in $v$ fills $m$. If the photon drives the first of these steps, the denominator is
$$
E_m+\hbar\omega-E_c=E_m+\hbar\Omega-E_v=-(E_v-\hbar\Omega-E_m),
$$
the negative of the second denominator in (3), with the same product $A_{cm}B_{mv}$. If the phonon is emitted first, the denominator is $E_m-\hbar\Omega-E_c=-(E_v+\hbar\omega-E_m)$, with the product $B_{cm}A_{mv}$. The order of the electron operators supplies a second minus sign. With $c_i$ removing an electron from state $i$ and $n_m=c_m^\dagger c_m$,
$$
c_c^\dagger c_m\,c_m^\dagger c_v=c_c^\dagger c_v(1-n_m),\qquad
c_m^\dagger c_v\,c_c^\dagger c_m=-c_c^\dagger c_v\,n_m .
$$
The two minus signs cancel. Empty and filled intermediate states contribute equally, so pumping does not alter $M$ through the occupation of $m$.

## The phonon factors

Emission into a mode holding $n$ phonons has the squared matrix element $n+1$; absorption has $n$. In thermal equilibrium the probability of $n$ phonons is $p_n=(1-x)x^n$ with $x=e^{-\hbar\Omega/kT}$. The averages are
$$
N=\sum_n n\,p_n=\frac{x}{1-x},\qquad
\sum_n(n+1)p_n=N+1=\frac{1}{1-x},
$$
and so
$$
\frac{N}{N+1}=x=e^{-\hbar\Omega/kT}. \tag{4}
$$

The reverse of "absorb a photon, emit a phonon" is "emit a photon, absorb a phonon". For $s=+1$ the phonon factor is thus $N+1$ for photon absorption and $N$ for photon emission. For $s=-1$ they are $N$ and $N+1$. In both cases
$$
\frac{\text{phonon factor in photon emission}}{\text{phonon factor in photon absorption}}
=e^{-s\hbar\Omega/kT}. \tag{5}
$$

A light mode with $n_\gamma$ photons gives a factor $n_\gamma$ in absorption and $n_\gamma+1$ in emission. The 1 is spontaneous emission, which does not amplify the incoming wave and is left out of the net rate. The common factor $n_\gamma$ then cancels in the ratio.

## The cancellation

Photon absorption needs a filled $v$ and an empty $c$; photon emission needs the opposite. Since $f/(1-f)=e^{-(E-\mu)/kT}$, the ratio of occupation factors is
$$
\frac{f_c(1-f_v)}{f_v(1-f_c)}
=e^{-(E_c-\mu_c)/kT}\,e^{(E_v-\mu_v)/kT}
=e^{[D-(E_c-E_v)]/kT}. \tag{6}
$$
Insert (1):
$$
\frac{f_c(1-f_v)}{f_v(1-f_c)}=e^{(D-\hbar\omega+s\hbar\Omega)/kT}.
$$
Multiplication by (5) removes $s\hbar\Omega$ and leaves (2) for one pair of states.

The remaining exponent contains neither $E_c$ and $E_v$ separately nor $\Omega$. At fixed $\hbar\omega$ it is the same for all pairs, and it can be taken out of the sum over pairs. If $\alpha_j^{\rm abs}$ is the absorption of channel $j$ without the reverse process, the net absorption is
$$
\alpha_j=\alpha_j^{\rm abs}\left[1-e^{(D-\hbar\omega)/kT}\right]. \tag{7}
$$
Band shape, phonon dispersion and the energy dependence of $M$ affect $\alpha_j^{\rm abs}$ but not the bracket. With several phonons, (1) contains $\sum_i s_i\hbar\Omega_i$ and (5) becomes a product with the same sum in its exponent, so the cancellation is unchanged.

The entropy balance shows the meaning. When a photon is emitted, the carriers lose energy $E_c-E_v$, and one electron moves from the level $\mu_c$ to the level $\mu_v$. Their entropy changes by $[D-(E_c-E_v)]/T$. The phonon bath gains energy $-s\hbar\Omega$ and entropy $-s\hbar\Omega/T$. By (1), the sum is $(D-\hbar\omega)/T$. A thermal phonon carries heat but no free energy, and so it cannot move the balance point.

## Where a channel can show gain

Since $E_c-E_v$ is at least the gap $E_g$, equation (1) gives the threshold $\hbar\omega>E_g+s\hbar\Omega$. Gain therefore requires
$$
E_g+s\hbar\Omega<\hbar\omega<D. \tag{8}
$$
If $D$ lies below the threshold of a channel, that channel absorbs wherever it is open and has no change of sign. If $D$ lies between $E_g-\hbar\Omega$ and $E_g$, the $s=-1$ channel can amplify although the splitting is smaller than the gap. The emitted photon then has less energy than the gap because a phonon is emitted with it.

Two limits help in reading (7). With no pumping, $D=0$ and the bracket is $1-e^{-\hbar\omega/kT}$, which is positive: there is no gain in equilibrium. Close to the crossing, the bracket is approximately $(\hbar\omega-D)/kT$, so the net absorption passes through zero linearly.

The limit $T\to0$ at fixed $D$ shows where the phonon energy has gone. No phonons are present, so photon absorption must emit a phonon and photon emission must emit one too. Absorption needs $E_c>\mu_c$ and $E_v<\mu_v$, hence $E_c-E_v>D$ and $\hbar\omega>D+\hbar\Omega$. Emission needs $E_c<\mu_c$ and $E_v>\mu_v$, hence $\hbar\omega<D-\hbar\Omega$. Between these energies the one-phonon rates vanish. At finite temperature this interval is filled by thermally activated processes, whose balance point is $D$.

## Two ways to obtain a shift

The first is to forget the phonon factors. Since $f_v(1-f_c)-f_c(1-f_v)=f_v-f_c$, the remaining expression vanishes at $E_c-E_v=D$, that is, at $\hbar\omega=D+s\hbar\Omega$. The correct combination for $s=+1$ is
$$
(N+1)f_v(1-f_c)-Nf_c(1-f_v)=N(f_v-f_c)+f_v(1-f_c).
$$
The last term comes from spontaneous phonon emission. For $s=-1$ the corresponding extra term is $-f_c(1-f_v)$. These terms bring the crossing back to $D$.

The second is physical. Suppose the phonons have a temperature $T_p$ different from the carrier temperature $T$. Then $kT$ in (5) becomes $kT_p$, while (6) is unchanged. The two directions balance when
$$
\frac{D-\hbar\omega+s\hbar\Omega}{kT}-\frac{s\hbar\Omega}{kT_p}=0,
$$
so that
$$
\hbar\omega=D+s\hbar\Omega\left(1-\frac{T}{T_p}\right). \tag{9}
$$
For $T_p\to\infty$ this becomes the shift of the first case, since $N$ and $N+1$ are then practically equal.

If electrons and holes have different temperatures $T_e$ and $T_h$, the exponent in (6) is $-(E_c-\mu_c)/kT_e+(E_v-\mu_v)/kT_h$. It depends on how the energy is divided between the two states. There is then no common factor to take out of the sum, and (7) fails.

## Strongly pumped silicon at 300 K

The following inputs are rough typical values: $E_g=1.12$ eV, a transverse acoustic (TA) phonon of 18 meV and a transverse optical (TO) phonon of 58 meV. The density-of-states masses are 1.1 for electrons and 0.8 for holes, in free-electron masses. With $kT=25.85$ meV, the phonon numbers are $N_{\rm TA}=0.994$ and $N_{\rm TO}=0.119$.

Choose $D=1.20$ eV, or 1033 nm. Equal electron and hole densities in parabolic bands, found by numerical integration and root finding, place $\mu_c$ 29 meV above the conduction edge and $\mu_v$ 51 meV below the valence edge. The density is $5.0\times10^{19}$ cm$^{-3}$ of each carrier. It depends on the masses: a hole mass of 1.15, more suitable for silicon at 300 K, would give $6.6\times10^{19}$ cm$^{-3}$ at the same $D$.

At $\hbar\omega=D$ the TO channels balance as follows.

- For $s=+1$, the pair energy is $1.200-0.058=1.142$ eV. The occupation ratio is $e^{58/25.85}=9.43$, in favour of photon emission. The phonon ratio is $N/(N+1)=0.1187/1.1187=0.106$. Their product is 1.
- For $s=-1$, the pair energy is 1.258 eV. The occupation ratio is 0.106 and the phonon ratio is 9.43. Their product is again 1.

For the size of the gain, take a constant $|M|^2$ in each channel. With $W=\hbar\omega-E_g-s\hbar\Omega$ and $x$ the electron energy above the band edge,
$$
\alpha_j^{\rm abs}=C g_j\left(N_j+\frac{1+s}{2}\right)
\int_0^W\!\sqrt{x(W-x)}\;f_v(1-f_c)\,dx .
$$
The square roots are the two densities of states, and the hole energy is $W-x$. The relative strengths are set roughly to $g_{\rm TA}=0.1$ and $g_{\rm TO}=1$. Without pumping, $f_v(1-f_c)\approx1$ and the integral is $\pi W^2/8$. The constant $C$ is fixed by a rough unpumped absorption of 30 cm$^{-1}$ at 1.20 eV, summed over the four channels. Numerical integration and (7) then give the net absorption in cm$^{-1}$:

| Channel | Threshold (eV) | At 1.19 eV | At 1.21 eV |
|---|---|---|---|
| TA absorbed | 1.102 | −0.58 | 0.78 |
| TA emitted | 1.138 | −0.21 | 0.41 |
| TO absorbed | 1.062 | −2.4 | 2.5 |
| TO emitted | 1.178 | −0.02 | 0.19 |

All four change sign at 1.20 eV. Their sizes differ greatly, but the ratio of emission to absorption is common to them: $e^{10/25.85}=1.47$ at 1.19 eV and $e^{-10/25.85}=0.68$ at 1.21 eV. The summed gain has its maximum, about 10 cm$^{-1}$, at 1.144 eV. This figure depends on the rough ratio of strengths: with the same calibration, $g_{\rm TA}=0.03$ gives 13 cm$^{-1}$ at 1.141 eV and $g_{\rm TA}=0.3$ gives 7 cm$^{-1}$ at 1.152 eV. The TO-emitted channel is closed there.

A weaker pump with $D=1.09$ eV needs $1.1\times10^{19}$ cm$^{-3}$. By (8), the TO-absorbed channel is the one of the four that can amplify, between 1.062 and 1.090 eV. This is gain below the gap with a splitting below the gap, but its maximum is a mere 0.06 cm$^{-1}$, at 1.080 eV. Only the order of magnitude is meaningful. The value moves between 0.03 and 0.08 cm$^{-1}$ for $g_{\rm TA}$ between 0.3 and 0.03, and so close to threshold the model underestimates silicon: unpumped, it gives 0.2 cm$^{-1}$ at 1.078 eV, where about 0.7 cm$^{-1}$ is measured. The gap is also held at 1.12 eV here; the exchange estimate given below is about 36 meV at this density, comparable to the 30 meV by which $D$ lies below the gap.

## What a real silicon device adds

The gap and phonon energies are close to those of real silicon, but $5\times10^{19}$ cm$^{-3}$ is far above the injected densities of ordinary silicon diodes. At such densities free carriers absorb strongly. For light much faster than carrier scattering, the Drude model gives
$$
\alpha_{\rm fc}=\frac{n e^3}{n_r\varepsilon_0 c\,\omega^2}
\left(\frac{1}{m_e^2\mu_e}+\frac{1}{m_h^2\mu_h}\right),
$$
where $n_r$ is the refractive index and $\mu_e,\mu_h$ are here mobilities. With rough values of 100 and 50 cm$^2$/Vs, conductivity masses of 0.26 and 0.37 free-electron masses, and $n_r=3.5$, the loss at the gain maximum is about 260 cm$^{-1}$, some 26 times the interband gain. In the weaker case it is about 60 cm$^{-1}$ against 0.06 cm$^{-1}$. At these two pump levels the model silicon has interband gain but does not amplify. The result marks where the interband part changes sign, not where a device becomes transparent.

The carriers also narrow the gap. A zero-temperature exchange estimate, taken at the Fermi wave vectors and applied as a rigid shift of the bands, is $(e^2/4\pi\varepsilon_0\varepsilon_r)(k_e+k_h)/\pi$, with $k=(3\pi^2n/g)^{1/3}$, $g=6$ conduction valleys or 2 valence bands, and $\varepsilon_r=11.7$. It gives about 60 meV. The thermal spread of the carriers at 300 K would lower this exchange term to about 51 meV. The shift is not truly rigid: at the band edges the same term is about 95 meV at 300 K. Correlation, also left out, adds to the narrowing, so 60 meV shows only the order of magnitude. With the narrowing fixed at 60 meV and $D$ held at 1.20 eV, the thresholds fall and the density rises to about $9\times10^{19}$ cm$^{-3}$, the peak gain grows to about 32 cm$^{-1}$ at 1.117 eV against a Drude loss of about 480 cm$^{-1}$, some 15 times larger, but the crossing stays at 1.20 eV because the bracket in (7) does not contain the gap. With the density held fixed instead, $D$ itself falls by the narrowing, and the crossing follows it.

The crossing does depend on the assumption that the carriers have Fermi distributions and share one temperature with the phonons. If the TO phonons are at 330 K while the carriers stay at 300 K, (9) gives a shift of $58\,(1-300/330)=5.3$ meV, upward for the TO-emitted channel and downward for the TO-absorbed one.

Recombination supplies heat. With a rough Auger coefficient $C_A=4\times10^{-31}$ cm$^6$/s, the lifetime $1/(C_An^2)$ is about 1 ns. If every pair gives up the energy $D$ as heat, a heat capacity of 1.7 J/(cm$^3$ K) implies a rise of about 6 K for one complete loss of the carriers. Under a sustained pump this heating repeats and must be removed. A rise shared by carriers and phonons leaves the crossing at the value of $D$ then present; a temperature difference between them moves it according to (9).

All numerical values are calculated from the stated model.
